Harmonic superposition: how symmetry and softness shift the dominant minimum

A search of an energy landscape returns a list of minima ordered by energy. If the structure at temperature T is read from the top of that list, entropy is ignored, and the answer can be wrong. In the six-atom cluster treated below, the lowest minimum found is an octahedron, yet at 764 K three quarters of the clusters are predicted to sit in a higher minimum. A Boltzmann factor for each geometry does not repair this: with only two energies and equal weights, the higher minimum could never hold more than half the population. What is missing is the volume of phase space that belongs to each minimum. In the harmonic approximation this is fixed by its symmetry, its vibrational frequencies and, if the cluster rotates, its moments of inertia.

**The partition function as a sum over wells**

Take N identical atoms of mass m, with classical nuclei and potential energy V(r). The potential is unchanged by translation, rotation, inversion and permutation of the atoms. With β = 1/(kT), where k is Boltzmann's constant,

Z = [1/(N! h^(3N))] ∫ d^(3N)p d^(3N)r exp{−β[Σ_a p_a²/(2m) + V(r)]}.   (1)

The integral is restricted to bound clusters, since a free cluster in an unlimited volume would eventually evaporate. At low temperature the integrand is concentrated near the minima. Label the geometrically distinct minima by i, counting a structure and its mirror image as one. Let n_i be the number of versions of minimum i that differ when the atoms carry labels and cannot be turned into one another by a proper rotation. All versions have equal integrals z_i, so

Z ≈ Σ_i (n_i/N!) z_i,   z_i = h^(−3N) ∫_(well i) d^(3N)p d^(3N)r exp(−βH),   (2)

where H is the Hamiltonian in (1). The approximation lies in treating the wells as separate regions with negligible weight at their borders.

**Counting the wells**

There are 2N! operations (P, ε), where P permutes the labels and ε = +1 or −1 states whether all positions are also inverted. Acting on one labelled minimum, they produce all its versions. Some of them produce the same version again, and these must be counted.

Let x_a be the positions relative to the centre of mass. An operation gives back the same version if its effect can be undone by a proper rotation, that is, if some rotation R satisfies

x_P(a) = εR x_a for every atom a.   (3)

The matrix Q = εR is orthogonal and maps the set of atoms onto itself, so it belongs to the point group. Conversely, each point-group operation Q defines one pair: P is the permutation it causes, and ε = det Q, because det(εR) = ε³ = ε in three dimensions.

Two different operations Q and Q′ cannot define the same pair. If they did, Q⁻¹Q′ would leave every atom in place and have determinant +1. The atoms of a nonlinear structure span at least a plane, and a proper rotation that fixes a plane point by point is the identity. Hence Q = Q′. This argument covers planar structures too; linear ones, whose point group is infinite, are excluded.

Exactly o_i operations therefore preserve a given version, where o_i is the order of the full point group, improper operations included. The 2N! operations fall into sets of o_i that give the same version, so

n_i = 2N!/o_i,   n_i/N! = 2/o_i.   (4)

The rotational symmetry number σ_i, the number of proper operations, gives a check. An achiral structure has as many improper as proper operations, so o_i = 2σ_i and 2/o_i = 1/σ_i. A chiral structure has o_i = σ_i and weight 2/σ_i, one share for each mirror image. High symmetry thus means few wells and a small statistical weight.

**The integral over one well**

Near a minimum, separate the motion of the centre of mass, the rotation of the frame, and the vibrations. To harmonic order the inertia tensor I_i is that of the minimum and the coupling between rotation and vibration is dropped:

H ≈ V_i + p_c²/(2M) + ½ Jᵀ I_i⁻¹ J + ½ Σ_j (π_j² + ω_ij² q_j²).   (5)

Here M = Nm, p_c is the total momentum, J is the angular momentum in the body frame, and q_j, π_j are mass-weighted normal coordinates and momenta. The ω_ij² are the nonzero eigenvalues of the Hessian of V divided by m. Three translations and three rotations have zero eigenvalue at a nonlinear minimum, which leaves

κ = 3N − 6   (6)

vibrations. The harmonic treatment requires all κ remaining eigenvalues to be positive, so a minimum that is flat to second order along a vibration is excluded.

One vibration contributes two Gaussian integrals. With ω = 2πν,

(1/h) ∫dπ exp(−βπ²/2) ∫dq exp(−βω²q²/2)
= (1/h) √(2π/β) √(2π/(βω²))
= 2π/(βhω) = kT/(hν).   (7)

Extending the limits to infinity is justified if the thermal amplitude √(kT)/ω is small compared with the size of the well. The product over modes is

Π_j kT/(hν_ij) = [kT/(hν̄_i)]^κ,   ln ν̄_i = (1/κ) Σ_j ln ν_ij.   (8)

The relevant mean frequency is therefore the geometric mean, because frequencies enter as a product.

For the rotation, let φ, θ, χ be Euler angles. The body components of the angular velocity are linear in the angle rates, Ω = E·(φ̇, θ̇, χ̇), with |det E| = sin θ. The conjugate momenta are p = EᵀJ, so dp_φ dp_θ dp_χ = sin θ d³J. The angles integrate to ∫ sin θ dφ dθ dχ = 2π·2·2π = 8π², and the Gaussian integral over J gives

z_rot,i = (8π²/h³) (2πkT)^(3/2) (det I_i)^(1/2).   (9)

If instead the cluster does not rotate, a factor δ³(J) is inserted. The integral over J then equals 1, and what remains, 8π²/h³, is the same for all minima. The centre of mass also gives a common factor, as M is the same for all.

For zero angular momentum, with common factors dropped, (2), (4) and (8) combine to

Z(T) = Σ_i (2/o_i) exp(−V_i/kT) [kT/(hν̄_i)]^κ.   (10)

This is the harmonic superposition partition function. For a cluster in thermal rotation, each term is multiplied by (det I_i)^(1/2), and the remaining factors of (9) are again common.

**The crossover temperature**

Let A be the lower minimum and B the higher one, with ΔV = V_B − V_A > 0. The ratio of their populations is the ratio of their terms in (10). The factors 2 and (kT/h)^κ cancel:

p_B/p_A = (o_A/o_B) (ν̄_A/ν̄_B)^κ exp(−ΔV/kT) = exp(D − ΔV/kT),   (11)

D = ln(o_A/o_B) + κ ln(ν̄_A/ν̄_B).   (12)

Equal populations require the exponent to vanish, so

T* = ΔV/(kD),   provided D > 0.   (13)

The exponent in (11) has the derivative ΔV/(kT²) > 0 with respect to T. The ratio therefore rises steadily with temperature, and B is the more populated above T*. In this classical model kD is the entropy of B minus that of A, and it does not depend on T, so (13) is an energy difference divided by an entropy difference.

The sign of D decides whether a crossing exists. As T → ∞ the ratio tends to e^D. If D ≤ 0, it stays below 1 at every finite temperature. A softer minimum, ν̄_B < ν̄_A, is thus not guaranteed to take over: it also needs

κ ln(ν̄_A/ν̄_B) > ln(o_B/o_A).   (14)

A soft but highly symmetric B can fail this condition, while a slightly stiffer B of low symmetry can still give D > 0. With thermal rotation, D is replaced by

D_rot = D + ½ ln(det I_B/det I_A),   (15)

which favours the structure with the larger det I. This need not be the longer one, because det I tends to zero as the atoms approach a line.

With more than two minima, (13) marks the crossing of one pair. B holds a majority only if its term in (10) exceeds the sum of all the others. A group of minima can also win together. If g distinct minima share the energy, order and mean frequency of B, their terms add to g times that of B, and the group overtakes A at ΔV/[k(D + ln g)]. This can happen even when D is negative, if g is large enough.

**Width of the change and heat capacity**

For two minima, p_A + p_B = 1. Substituting ΔV/k = DT* in (11) gives

p_B = 1/{1 + exp[−D(1 − T*/T)]}.   (16)

The change is gradual. Differentiating (16) gives dp_B/dT = p_A p_B DT*/T², which is D/(4T*) at the crossing. A large D makes the change sharper relative to T*, but for a finite cluster it remains smooth and is not a phase transition.

The change also appears in the heat capacity. From (10), ln Z = −κ ln β + ln(Σ_i w_i exp(−βV_i)) plus a constant, where the weights w_i do not depend on β. The energy is U = −∂ln Z/∂β, and dβ/dT = −kβ², so C = dU/dT = kβ² ∂²ln Z/∂β². The first term contributes κ. The second derivative of the other term is the variance of V_i over the populations, which for two values is p_A p_B ΔV². Hence

C/k = κ + (ΔV/kT)² p_A p_B.   (17)

This is the heat capacity from the vibrations, kinetic part included, and from the change of populations; the motion of the centre of mass and the rotation are left out. At T* we have ΔV/kT* = D and p_A = p_B = ½, so the excess over κ is D²/4.

The maximum of the excess does not lie at T*. Put y = ΔV/kT. Since p_B = 1/(1 + e^(y−D)), dp_B/dy = −p_A p_B, and

d ln(y² p_A p_B)/dy = 2/y − (1 − 2p_B).   (18)

At the crossing this equals 2/D > 0, so the excess still grows with y, that is, on cooling. At the maximum, 1 − 2p_B = 2/y > 0, so p_B < ½: the peak lies below T*.

**Quantum vibrations**

For a quantum oscillator, kT/(hν) is replaced by the sum over levels,

Σ_n exp[−βhν(n + ½)] = 1/[2 sinh(βhν/2)].   (19)

With s = βhν small, 2 sinh(s/2) ≈ s(1 + s²/24), so its logarithm is ln s + s²/24. The exponent in (11) becomes

D − ΔV/kT + [h²/(24k²T²)] Σ_j (ν_Aj² − ν_Bj²).   (20)

The first correction vanishes as 1/m for heavy atoms, because ν² ∝ 1/m. At low temperature (20) is no longer valid. The gap is then ΔV + ½h Σ_j (ν_Bj − ν_Aj), and if zero-point energy makes this negative, B is already favoured at T = 0.

**A case that can be integrated directly**

Three atoms allow a test of (4), (8) and (9) together. Let the energy be a sum over pairs of

v(r) = −Σ_w d_w exp[−(r − c_w)²/(2b_w²)],   (21)

with depths d = 1.00 and 0.96, centres c = 1.00 and 1.50, and widths b = 0.05 and 0.10, in reduced units with k = h = m = 1. Each pair can sit in the short, stiff well or in the long, soft one. We compare the equilateral triangle of short sides with the isosceles triangle that has one long side.

The configuration integral can be written in the three distances. Apart from the volume for atom 1, atom 2 contributes 4πr₁₂² dr₁₂ and atom 3 contributes 2πr₁₃² sin θ dθ dr₁₃, where θ is the angle at atom 1. From r₂₃² = r₁₂² + r₁₃² − 2r₁₂r₁₃ cos θ, at fixed r₁₂ and r₁₃, r₂₃ dr₂₃ = r₁₂r₁₃ sin θ dθ. The volume element is therefore

8π² r₁₂ r₁₃ r₂₃ dr₁₂ dr₁₃ dr₂₃.   (22)

Within the regions used here the triangle inequality is satisfied, so the integral is a product of one-dimensional integrals, done by quadrature without any harmonic assumption.

The point-group orders are 12 and 4, and (4) gives 12/12 = 1 and 12/4 = 3 labelled wells, as enumeration confirms. For the equilateral triangle, ln(Z_direct/Z_harmonic) is 0.0114 at T = 0.010 and 0.0057 at T = 0.005; for the isosceles one it is 0.0116 and 0.0057. The error halves with T, as expected of a leading anharmonic correction linear in T, and no constant factor is missing.

The crossing can also be found by hand. By (22), a side in well w contributes about c_w √(2πT/k_w) exp(d_w/T), with k_w = d_w/b_w², if each well is treated as harmonic and the overlap of the wells is neglected. The isosceles triangle can place its long side in three ways, so

Z_iso/Z_eq ≈ 3 × (1.50/1.00) × √(400/96) × exp(−0.04/T) ≈ 9.19 exp(−0.04/T).   (23)

This gives T* ≈ 0.04/ln 9.19 ≈ 0.0180. The direct integral gives 0.018037, and (13) with (15) gives 0.018039. The agreement is this close because the anharmonic errors of the two triangles nearly cancel. Leaving out the inertia factor gives 0.02097, which is 16% above the direct value: a thermally rotating cluster needs (15).

**Six atoms with Morse pairs**

Now take six atoms with the pair energy ε₀x(x − 2), where x = exp[ρ(1 − r/r₀)]. The round parameters are ε₀ = 0.4 eV, r₀ = 3 Å, ρ = 6 and m = 100 u; they represent no particular element. Minimization from 200 random starts and one slightly distorted octahedron gave two bound minima:

A: V_A = −4.99512 eV, o_A = 48, ν̄_A = 3.7918 THz
B: V_B = −4.85121 eV, o_B = 4, ν̄_B = 3.5497 THz

A is the octahedron. The order of B is that of a trigonal bipyramid with one capped face. Equation (4) gives 1440/48 = 30 and 1440/4 = 360 labelled wells, in agreement with explicit enumeration.

The random starts reached B 199 times and A, the lower minimum, once. If every labelled well were equally likely to be hit, A would have received about 200 × 30/390 ≈ 15 hits. The count of wells therefore explains part of the imbalance but not all of it; the rest presumably reflects the regions from which this minimizer reaches each well. Hit counts are not thermal populations, and a finite search does not prove that the list is complete.

With κ = 12, the quantities in (12) and (13) are

ΔV = −4.85121 + 4.99512 = 0.14391 eV
ln(48/4) = 2.485
12 ln(3.7918/3.5497) = 0.792
D = 2.485 + 0.792 = 3.277
kT* = 0.14391/3.277 = 0.0439 eV, or T* ≈ 510 K.

Symmetry supplies about three quarters of D. By itself it would put the crossing at 672 K, and softness by itself at 2109 K. A mean frequency only 6% lower still matters, because it enters to the twelfth power: e^0.792 ≈ 2.2.

B is softer on average but not in every mode. Its highest frequency, 5.82 THz, exceeds the 5.72 THz of A. Its two lowest, 1.486 and 2.016 THz, face a pair at 2.691 THz in A. They contribute ln(2.691/1.486) + ln(2.691/2.016) ≈ 0.88, more than the whole softness term; the other ten modes together contribute about −0.09.

The population of B is 0.04 at 255 K, 0.31 at 408 K, 0.63 at 612 K and 0.75 at 764 K. Formally it tends to e^D/(1 + e^D) = 26.5/27.5 ≈ 0.96, but the harmonic model would fail long before that limit. At T* the harmonic model gives an excess heat capacity of 3.277²/4 ≈ 2.68 k, on top of 12 k. Equation (17) omits the anharmonic motion within each well. That motion need not cancel in the heat capacity as it partly can in a ratio of populations, and at this temperature its contribution can be as large as the excess itself.

Thermal rotation adds 0.117 to D and lowers the crossing to 492 K. Quantum vibrations lower the nonrotating value by less than 1 K. The sign follows from (20): the squared frequencies sum to about 199 THz² for A and 191 THz² for B, so the correction favours B.

**How far the estimate can be trusted**

At T* the thermal energy is 0.0439/0.4 ≈ 0.11 of a pair depth, and anharmonicity need not be small. Suppose it adds a small amount δ to the exponent in (11). Near T*, ΔV/kT ≈ D[1 − (T − T*)/T*], so the crossing moves by

ΔT ≈ −T* δ/D.   (24)

If δ were 0.3 at all temperatures, (13) with D + δ in place of D would put the crossing at 510 × 3.277/3.577 ≈ 467 K, a fall of about 8%; the first-order formula (24) gives 9%. The actual δ of the six-atom cluster has not been computed, and the close cancellation found for three atoms need not carry over. The value 510 K is therefore a harmonic estimate, whose uncertainty may well exceed the quantum correction.

The superposition loses its basis when the regions between the wells carry much of the statistical weight, as in a melted cluster, or when evaporation sets in. It also describes equilibrium alone. If the barrier between A and B is high, a cluster prepared in A can remain there well above T*, and (10) gives no information about how long. The values behind this example are collected in the numerical output.

Computed results

```
THREE-ATOM TEST (reduced units, k = h = mass = 1)
pair-well depths: 1.00, 0.96
pair-well centres: 1.00, 1.50
pair-well widths: 0.05, 0.10
equilateral: group order 12, labelled copies 1
  ln(Z direct/Z harmonic) at T=0.010: 0.01139
  ln(Z direct/Z harmonic) at T=0.005: 0.00566
isosceles: group order 4, labelled copies 3
  ln(Z direct/Z harmonic) at T=0.010: 0.01155
  ln(Z direct/Z harmonic) at T=0.005: 0.00574
crossover, direct integral: 0.018037
crossover, formula with inertia: 0.018039
crossover, inertia factor omitted: 0.020972
SIX-ATOM MORSE CLUSTER
pair depth: 0.4 eV; pair distance: 3.0 angstrom
range parameter: 6.0; atomic mass: 100 u
random starts: 200; built octahedral starts: 1
distinct bound minima found: 2
A: energy -4.995124 eV; random hits 1
A: group order 48; labelled copies 30
A: geometric mean frequency 3.79181 THz
A frequencies (THz): 2.691 2.691 2.879 2.879 2.879 4.125
A frequencies (THz): 4.125 4.125 5.030 5.030 5.030 5.724
B: energy -4.851214 eV; random hits 199
B: group order 4; labelled copies 360
B: geometric mean frequency 3.54969 THz
B frequencies (THz): 1.486 2.016 3.024 3.142 3.311 3.701
B frequencies (THz): 4.018 4.038 4.441 4.866 5.621 5.824
energy gap: 0.143910 eV; vibrational modes: 12
symmetry part of D: 2.48491
softness part of D: 0.79179
D: 3.27669; exp(D): 26.488
classical crossover: 509.66 K
thermal energy at crossover: 0.043919 eV
crossover from symmetry alone: 672.06 K
crossover from softness alone: 2109.16 K
rotation part added to D: 0.11665
crossover with thermal rotation: 492.14 K
crossover with quantum vibrations: 509.22 K
population of B at 254.83 K: 0.03638
population of B at 407.73 K: 0.30594
population of B at 509.66 K: 0.50000
population of B at 611.59 K: 0.63323
population of B at 764.49 K: 0.74880
heat capacity at crossover: 14.6842 k
excess heat capacity at crossover: 2.6842 k
```
